# Waiting-time quantum jumps for a damped Jaynes–Cummings system

In a simulation of a damped Jaynes–Cummings system, averages over 8 quantum-jump trajectories miss the Lindblad density matrix by 0.243 in root-mean-square (rms) Frobenius norm. Averages over 512 trajectories miss it by 0.029. Sixty-four times as many runs thus reduce the error by a factor of 8.3, close to $\sqrt{64}=8$. Two facts explain this: each trajectory has the correct mean, and different trajectories are independent.

## Model and sampling rule

Set $\hbar=1$ and take a finite-dimensional system with a time-independent Hermitian Hamiltonian $H$ and jump operators $L_k$. Its density matrix obeys

$$
\dot\rho=-i[H,\rho]+\sum_k\left(L_k\rho L_k^\dagger-\tfrac12\{L_k^\dagger L_k,\rho\}\right),
\qquad \rho(0)=|\psi_0\rangle\langle\psi_0|. \tag{1}
$$

Define

$$
\Gamma=\sum_kL_k^\dagger L_k,\qquad
H_{\rm eff}=H-\tfrac{i}{2}\Gamma,\qquad
V(t)=e^{-iH_{\rm eff}t}.
$$

The example is one two-level emitter, with states $g,e$, resonant with one cavity mode. In the rotating frame,

$$
H=g(a^\dagger\sigma_-+a\sigma_+),\qquad
L_1=\sqrt\kappa\,a,\qquad L_2=\sqrt\gamma\,\sigma_- .
$$

Here $\kappa$ is the photon loss rate and $\gamma$ the emission rate into other modes. Both baths are Markovian and empty, so no jump adds energy. The round parameters are $g=1$, $\kappa=5$ and $\gamma=0.2$ ps$^{-1}$. The initial state is $(|g,0\rangle+|e,1\rangle)/\sqrt2$ and the final time is $t=0.3$ ps.

$H$ conserves the excitation number $N=a^\dagger a+\sigma_+\sigma_-$, and each jump lowers it by one. Since $N\le2$ initially, photon numbers 0, 1 and 2 suffice without truncation error. With two emitter states this gives a basis of dimension $d=6$.

One trajectory is produced as follows.

```text
diagonalise H_eff once
psi = psi0; s = 0
repeat:
    draw u uniformly from (0,1)
    phi = V(t-s) psi
    if norm(phi)^2 >= u:
        return phi / norm(phi)
    find tau in (0,t-s) with norm(V(tau) psi)^2 = u
    phi = V(tau) psi
    choose k with probability proportional to norm(L_k phi)^2
    psi = L_k phi / norm(L_k phi)
    s = s + tau
```

The ensemble estimate is $\rho_M=M^{-1}\sum_{j=1}^M|\psi_j(t)\rangle\langle\psi_j(t)|$, with equal weights.

## Why the norm gives the waiting time

Let $|\phi(\tau)\rangle=V(\tau)|\psi\rangle$ with $\psi$ normalised, and let $S(\tau)=\langle\phi|\phi\rangle$. Since $|\dot\phi\rangle=-iH_{\rm eff}|\phi\rangle$ and $\langle\dot\phi|=i\langle\phi|H_{\rm eff}^\dagger$,

$$
\dot S=i\langle\phi|(H_{\rm eff}^\dagger-H_{\rm eff})|\phi\rangle .
$$

The bracket equals $i\Gamma$, so

$$
-\dot S=\langle\phi|\Gamma|\phi\rangle=\sum_k\|L_k\phi\|^2\ge0. \tag{2}
$$

$S$ starts at 1 and never rises. In the algorithm no jump has occurred by $\tau$ when $u<S(\tau)$, apart from an event of zero probability. A uniform $u$ satisfies this with probability $S(\tau)$, which is therefore the survival probability.

The waiting-time density is $-\dot S$. Multiplying it by the probability of channel $k$ gives

$$
\left(\sum_j\|L_j\phi\|^2\right)
\frac{\|L_k\phi\|^2}{\sum_j\|L_j\phi\|^2}
=\|L_kV(\tau)\psi\|^2. \tag{3}
$$

This is the joint density for a jump at $\tau$ through channel $k$.

For the example, take $u=0.8$. Bisection gives $\tau=0.0978$ ps. The state $|g,0\rangle$ is unaffected by $V$, so its weight after normalisation is $0.5/0.8=0.625$. The jump rates in the normalised state are 1.903 ps$^{-1}$ for the cavity and 0.074 ps$^{-1}$ for free space. The cavity channel is therefore chosen with probability

$$
\frac{1.903}{1.903+0.074}=0.963.
$$

A cavity jump removes $|g,0\rangle$, sends $|e,1\rangle$ to $|e,0\rangle$, and sends $|g,2\rangle$ to $\sqrt2|g,1\rangle$. After normalisation the weights of $|e,0\rangle$ and $|g,1\rangle$ are 0.970 and 0.030.

## Proof that the mean obeys the Lindblad equation

Consider a record of $n$ jumps at $t_1<\cdots<t_n$ through channels $k_1,\ldots,k_n$. Put $t_0=0$ and define the unnormalised product

$$
K_n=L_{k_n}V(t_n-t_{n-1})\cdots L_{k_1}V(t_1),\qquad K_0=1.
$$

Suppose that the density of the first $n$ jumps is $p_n=\|K_n\psi_0\|^2$ and that the state after them is $\psi_n=K_n\psi_0/\sqrt{p_n}$. This holds for $n=0$. By (3), the conditional density of the next jump is

$$
\|L_{k_{n+1}}V(t_{n+1}-t_n)\psi_n\|^2
=\frac{\|K_{n+1}\psi_0\|^2}{p_n}.
$$

Multiplication by $p_n$ gives $p_{n+1}=\|K_{n+1}\psi_0\|^2$, and normalisation gives the corresponding state. The assumption thus holds for every $n$.

The probability of no further jump before $t$ is $\|V(t-t_n)\psi_n\|^2$. With $K=V(t-t_n)K_n$, the complete record has density $\|K\psi_0\|^2$ and final state $K\psi_0/\|K\psi_0\|$. Its contribution to the mean is

$$
\|K\psi_0\|^2\,
\frac{K|\psi_0\rangle\langle\psi_0|K^\dagger}{\|K\psi_0\|^2}
=K|\psi_0\rangle\langle\psi_0|K^\dagger. \tag{4}
$$

The nonlinear normalisations have cancelled. This is why a nonlinear rule for one trajectory can have a linear equation for its mean.

Let $\rho_n(t)$ be the sum of (4) over all channels and times with $n$ jumps, and let $\mathcal J\rho=\sum_kL_k\rho L_k^\dagger$. Calling the last jump time $s$ gives

$$
\begin{aligned}
\rho_0(t)&=V(t)\rho(0)V^\dagger(t),\\
\rho_{n+1}(t)&=\int_0^tds\,V(t-s)\,\mathcal J\rho_n(s)\,V^\dagger(t-s).
\end{aligned} \tag{5}
$$

To sum over $n$, we need a bound. Let $\Lambda$ be the largest eigenvalue of $\Gamma$. By (2), $V$ cannot increase a norm, and $\operatorname{Tr}\mathcal J\rho_n=\operatorname{Tr}\Gamma\rho_n\le\Lambda\operatorname{Tr}\rho_n$. Hence

$$
\operatorname{Tr}\rho_{n+1}(t)\le\Lambda\int_0^t\operatorname{Tr}\rho_n(s)\,ds,
\qquad
\operatorname{Tr}\rho_n(t)\le\frac{(\Lambda t)^n}{n!},
$$

where the second result follows by induction from $\operatorname{Tr}\rho_0\le1$. The probability of at least $n$ jumps is $\int_0^t\operatorname{Tr}\mathcal J\rho_{n-1}(s)\,ds$, which has the same bound. It tends to zero, so infinitely many jumps in a finite time have probability zero and no record is missing from the sum.

Differentiate (5). The upper limit of the integral contributes $\mathcal J\rho_n(t)$, and the two factors $V$ contribute the effective evolution:

$$
\dot\rho_{n+1}=-iH_{\rm eff}\rho_{n+1}
+i\rho_{n+1}H_{\rm eff}^\dagger+\mathcal J\rho_n.
$$

For $\rho_0$ the last term is absent. The factorial bound makes the series of $\rho_n$ and of $\dot\rho_n$ converge uniformly on a finite interval, so term-by-term summation is allowed. With $\bar\rho=\sum_n\rho_n$,

$$
\begin{aligned}
\dot{\bar\rho}
&=-i(H-\tfrac i2\Gamma)\bar\rho
+i\bar\rho(H+\tfrac i2\Gamma)+\mathcal J\bar\rho\\
&=-i[H,\bar\rho]-\tfrac12\{\Gamma,\bar\rho\}+\mathcal J\bar\rho.
\end{aligned}
$$

This is (1). At $t=0$ only $\rho_0$ is nonzero, so the initial condition also agrees. A linear equation with constant coefficients has one solution for a given initial condition; hence $\bar\rho=\rho$.

In the example the series ends at $n=2$. Nested Gauss–Legendre quadrature of (5) gives probabilities 0.5998, 0.3629 and 0.0374 for zero, one and two jumps. The fractions among 131072 trajectories are 0.5987, 0.3640 and 0.0373. The mean number of jumps is $0.3629+2(0.0374)=0.438$. This must equal the excitation lost. Initially $\langle N\rangle=1$; the Lindblad solution at 0.3 ps has emitter population 0.4185 and photon number 0.1439, so the loss is $1-0.5624=0.438$.

## The inverse square root law

Let $P_j=|\psi_j\rangle\langle\psi_j|$ and $D_j=P_j-\rho$. We have shown that $\mathbb E D_j=0$. With $\|A\|_F^2=\operatorname{Tr}A^\dagger A$,

$$
\mathbb E\|\rho_M-\rho\|_F^2
=\frac1{M^2}\sum_{i,j}\mathbb E\operatorname{Tr}D_iD_j .
$$

For $i\ne j$, independence gives $\operatorname{Tr}(\mathbb ED_i\,\mathbb ED_j)=0$. The $M$ diagonal terms are equal. Since $\operatorname{Tr}P_j^2=1$,

$$
\mathbb E\operatorname{Tr}D_j^2
=1-2\operatorname{Tr}\rho^2+\operatorname{Tr}\rho^2
=1-\operatorname{Tr}\rho^2,
$$

and therefore

$$
\sqrt{\mathbb E\|\rho_M-\rho\|_F^2}
=\sqrt{\frac{1-\operatorname{Tr}\rho^2}{M}}. \tag{6}
$$

This is a statement about the rms error over repeated ensembles. The error of one growing ensemble may rise for a while. If $\rho$ is pure, the right side is zero and one trajectory suffices.

The reference $\rho$ was obtained from the exponential of the $36\times36$ matrix that represents (1). Its purity is 0.5250, so for $M=8$ equation (6) gives $\sqrt{0.4750/8}=0.2437$. The same 131072 trajectories were divided into batches of four sizes:

| $M$ | Batches | Rms error | Equation (6) |
|---:|---:|---:|---:|
| 8 | 16384 | 0.2428 | 0.2437 |
| 32 | 4096 | 0.1200 | 0.1218 |
| 128 | 1024 | 0.0580 | 0.0609 |
| 512 | 256 | 0.0294 | 0.0305 |

A least-squares line through the logarithms has slope $-0.509$. All four measured errors lie below the prediction, by at most 5%. Each measured value is itself an estimate from a finite number of batches. Here about 95% of the variance of $D_j$ lies along one direction, so the relative standard error of a row is close to $1/\sqrt{2\times\text{batches}}$, from about 0.5% for $M=8$ to about 4% for $M=512$. The row $M=128$ is about two standard errors low, and the other rows deviate by fewer. The rows share the same trajectories, so these deviations are not independent. The full ensemble has error 0.0017, against a predicted rms of 0.0019.

For an observable $A$, the same cancellation of cross terms gives a standard error $\sqrt{\operatorname{Var}(\langle A\rangle_j)/M}$, where $\langle A\rangle_j=\langle\psi_j|A|\psi_j\rangle$. For the excited-state projector, write $p_j=\langle A\rangle_j$ and $p=\mathbb Ep_j$. Since $0\le p_j\le1$, we have $p_j^2\le p_j$, and

$$
\operatorname{Var}(p_j)=\mathbb Ep_j^2-p^2\le p(1-p).
$$

The right side is the variance if each run returned only a projective result, 0 or 1. Averaging expectation values is thus never noisier here. Quadrature over the jump records gives a variance of 0.1397, against 0.2434 for projective results. The standard error for all runs is $\sqrt{0.1397/131072}=0.0010$; the sampled population is 0.4194 and the Lindblad value 0.4185.

## What an interval without jumps reveals

The damping in $H_{\rm eff}$ acts even when no quantum is emitted. For an ideal detector that sees both loss channels, silence is evidence that there was nothing to emit.

The no-jump evolution keeps $|g,0\rangle$ fixed and does not mix it with the two-excitation states. Hence

$$
S(t)=\tfrac12+\tfrac12\|V(t)|e,1\rangle\|^2 .
$$

In the two-excitation block the jump rates of $|e,1\rangle$ and $|g,2\rangle$ are $\kappa+\gamma$ and $2\kappa$. Both are positive, so the second term decays to zero and $S(\infty)=1/2$. Given silence up to $t$, the probability that no jump will ever occur is

$$
\frac{S(\infty)}{S(t)}=\frac1{2S(t)}.
$$

This is also the weight of $|g,0\rangle$ in the normalised state. At 0.3 ps it is $0.5/0.5998=0.834$, up from 0.5. In 40000 separate runs continued to 40 ps, 0.839 of those silent at 0.3 ps remained silent. About $0.5998\times40000\approx24000$ runs enter this fraction, so its standard error is $\sqrt{0.834(0.166)/24000}=0.0024$. The difference is about two standard errors.

## Emission through the cavity

The channel record also gives the fraction of light collected by the cavity. Start from $|e,0\rangle$ and write the no-jump state as $c|e,0\rangle-ib|g,1\rangle$. With this phase $c$ and $b$ are real, and $H_{\rm eff}$ gives

$$
\dot c=-gb-\tfrac\gamma2c,\qquad
\dot b=gc-\tfrac\kappa2b .
$$

Let $A=\int_0^\infty c^2dt$, $B=\int_0^\infty b^2dt$ and $X=\int_0^\infty cb\,dt$. Integrating the derivatives of $c^2$, $b^2$ and $cb$, with $c(0)=1$, $b(0)=0$ and both amplitudes zero at late times, gives

$$
\begin{aligned}
-1&=-2gX-\gamma A,\\
0&=2gX-\kappa B,\\
0&=g(A-B)-\tfrac12(\kappa+\gamma)X .
\end{aligned}
$$

The second line gives $X=\kappa B/(2g)$. The third then gives $A=B[1+\kappa(\kappa+\gamma)/(4g^2)]$. Substitution in the first line yields

$$
1=\kappa B+\gamma A
=B\,\frac{(\kappa+\gamma)(4g^2+\kappa\gamma)}{4g^2}.
$$

By (3), the cavity-emission probability is $\kappa B$:

$$
P_{\rm cav}=\frac{4g^2\kappa}{(\kappa+\gamma)(4g^2+\kappa\gamma)}. \tag{7}
$$

For the chosen rates, $P_{\rm cav}=20/(5.2\times5)=0.769$. Among 40000 trajectories the fraction is also 0.769.

If $\kappa\gg g,\gamma$, the cavity amplitude follows the emitter. Setting $\dot b=0$ gives $b=2gc/\kappa$ and a cavity-induced population decay rate $4g^2/\kappa$, the resonant Purcell rate. Its share of the total is

$$
\frac{4g^2/\kappa}{4g^2/\kappa+\gamma}
=\frac{4g^2}{4g^2+\kappa\gamma}=0.800.
$$

Equation (7) is this estimate times $\kappa/(\kappa+\gamma)=0.962$. The estimate is therefore 4% too high relative to (7). This factor does not contain $g$, so the branching estimate needs only $\kappa\gg\gamma$, and the 4% does not measure the quality of the step $\dot b=0$. That step is poor for the chosen rates. The amplitude equations give a slowest population decay rate $(\kappa+\gamma)/2-2\sqrt{(\kappa-\gamma)^2/16-g^2}=1.27$ ps$^{-1}$, whereas $\gamma+4g^2/\kappa=1.00$ ps$^{-1}$.

## Cost, stability and failure modes

Dense diagonalisation costs of order $d^3$ operations once. Each propagation costs of order $d^2$, and each jump needs one propagation per bisection step. A trajectory stores $d$ amplitudes, whereas a density matrix has $d^2$ entries. The dense eigenvector matrix of $H_{\rm eff}$ also has $d^2$ entries, however. To save memory at large $d$, avoid storing dense matrices. If the operators are sparse, the state can be propagated by products of these operators with vectors. If $H_{\rm eff}$ splits into small blocks, as it does here, each block can be diagonalised separately. For $d=6$ a direct solution of (1) is easy. By (6), an rms error $\varepsilon$ requires $M=(1-\operatorname{Tr}\rho^2)/\varepsilon^2$. Here $\varepsilon=0.01$ needs about 4750 trajectories, and each further decimal digit costs a factor of 100.

**Diagonalisation.** In the block with $N\ge1$ excitations, the basis $|e,N-1\rangle,|g,N\rangle$ gives

$$
H_{\rm eff}^{(N)}=
\begin{pmatrix}
-\frac i2[\gamma+(N-1)\kappa]&g\sqrt N\\
g\sqrt N&-\frac i2N\kappa
\end{pmatrix}.
$$

Half the difference of the diagonal entries is $i(\kappa-\gamma)/4$. The eigenvalues are therefore the mean diagonal entry plus or minus $\sqrt{g^2N-(\kappa-\gamma)^2/16}$. They merge at $|\kappa-\gamma|=4g\sqrt N$. For $g\ne0$ the matrix then has only one eigenvector, and diagonalisation fails; close by, it is ill-conditioned. In the example $\kappa-\gamma=4.8$ ps$^{-1}$, while the merging points for $N=1,2$ are 4 and 5.66 ps$^{-1}$. Near such a point, compute $V$ by a matrix exponential that does not use eigenvectors.

**Root finding.** Compare the norm at the end of the interval with $u$ before searching. If the norm squared is still above $u$ there, the interval contains no root. If $S(\infty)>0$, there may be no root at any later time either. Since $S$ is monotonic, a bracket remains valid under bisection, and $n$ halvings reduce its width by $2^n$.

**Bias.** Suppose that inaccurate jump times or another fault shift the mean projector to $\rho+\Delta$. Separating the mean from the fluctuations gives

$$
\mathbb E\|\rho_M-\rho\|_F^2
=\|\Delta\|_F^2+\frac{1-\operatorname{Tr}(\rho+\Delta)^2}{M}.
$$

More trajectories reduce only the second term. If the trajectories are independent, a plateau in the error at large $M$ therefore points to a bias. Reused random seeds can also cause a plateau, because the runs are then not independent.

**Intermediate output.** A state may be normalised at an output time $t_1$, but the old $u$ must not then be used unchanged. Given survival, $u$ is uniform on $(0,S(t_1))$, so $u/S(t_1)$ is uniform on $(0,1)$. Either use this rescaled number or draw a new one.

**Averaging.** Do not weight the returned states by their survival probabilities. The sampling has already included those weights, as (4) shows. Quantities nonlinear in the state also need care: every trajectory has purity 1, while the purity of the mean state here is 0.525. Form $\rho_M$ first if a nonlinear property of $\rho$ is wanted. Even then a bias remains at finite $M$. Since $\mathbb E\rho_M=\rho$, equation (6) gives $\mathbb E\operatorname{Tr}\rho_M^2=\operatorname{Tr}\rho^2+(1-\operatorname{Tr}\rho^2)/M$, which is 0.584 for $M=8$.
